# Finding a trap depth when electron capture is thermally activated

**Question**

I am studying an electron trap in an amorphous In-Ga-Zn-O (IGZO) Schottky diode. From capacitance transients I have the emission rate \(e\) at several temperatures. A plot of \(\ln(e/T^2)\) against \(1/kT\) is a straight line with slope \(-0.75\) eV.

I also varied the length of the filling pulse to measure capture. After dividing out the free-electron density and the thermal speed, I find a capture cross-section that rises with temperature, with an activation energy of 0.15 eV.

How far below the conduction band is the trap? I already corrected the emission plot for temperature, so I expected its slope to be the depth. Why should a capture measurement change an energy obtained from emission, and do I add the 0.15 eV, subtract it or ignore it?

**Answer**

Subtract it. Emission and capture are the two directions of one process, and equilibrium fixes the ratio of their rates. The \(T^2\) correction removes the temperature dependence of the band and of the thermal speed, but not that of the cross-section.

**What the two experiments measure**

Let \(f\) be the fraction of traps that are filled, \(n\) the free-electron density and \(c\) the capture coefficient. For one trap level exchanging electrons with the conduction band,

\[
\frac{df}{dt}=c\,n\,(1-f)-e\,f .
\]

Deep inside the depleted layer \(n\approx0\) during emission, and \(f\) decays as \(\exp(-et)\). Nearer the edge of the layer some free electrons remain, and \(f\) relaxes at the rate \(cn+e\) instead. During a filling pulse that starts with empty traps,

\[
f(t)=\frac{cn}{cn+e}\left[1-e^{-(cn+e)t}\right],
\]

where the \(e\) at the base of the exponential is Euler's number. If emission is much slower than capture, the pulse measures \(cn\), where \(n\) is the density at the traps themselves. The cross-section is defined by \(c=\sigma v\), with \(v\) the mean thermal speed. Your capture result is then

\[
\sigma(T)=\sigma_\infty\exp(-E_\sigma/kT),\qquad E_\sigma=0.15\ \text{eV}.
\]

**Detailed balance**

In equilibrium, capture and emission through this channel must cancel, so

\[
e=c\,n\,\frac{1-f}{f}.
\]

Now insert the equilibrium values of \(f\) and \(n\). Take one state for the empty trap and two spin states for the filled trap. With trap level \(E_t\) and Fermi level \(\mu\), their statistical weights are \(1\) and \(2\exp[(\mu-E_t)/kT]\), hence

\[
\frac{1-f}{f}=\frac12\exp\left(\frac{E_t-\mu}{kT}\right).
\]

For a parabolic band with effective mass \(m\), and \(\mu\) several \(kT\) below the band edge \(E_c\), integrate the density of states times the Boltzmann factor. With \(E\) measured from \(E_c\),

\[
n=e^{(\mu-E_c)/kT}\,\frac{4\pi(2m)^{3/2}}{h^3}\int_0^\infty\! \sqrt{E}\,e^{-E/kT}dE .
\]

The integral is \(\tfrac12\sqrt{\pi}\,(kT)^{3/2}\), so

\[
n=N_c\,e^{(\mu-E_c)/kT},\qquad N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.
\]

When the two results are multiplied, \(\mu\) cancels. Writing the depth as \(\Delta E=E_c-E_t\),

\[
e=\frac{\sigma v N_c}{2}\exp\left(-\frac{\Delta E}{kT}\right).
\]

The emission rate therefore contains the capture cross-section. I assume that this rate, fixed in equilibrium, also holds in the depleted layer. That requires the lattice to stay at temperature \(T\) and the electric field not to alter emission.

**What the temperature correction removes**

The Maxwell average of the speed, with \(a=m/2kT\), is

\[
v=\frac{\int_0^\infty u^3e^{-au^2}du}{\int_0^\infty u^2e^{-au^2}du}
=\frac{1/(2a^2)}{\sqrt{\pi}/(4a^{3/2})}
=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .
\]

Therefore

\[
vN_c=2(2\pi)^{3/2}\sqrt{\frac{8}{\pi}}\;\frac{mk^2T^2}{h^3}
=\Gamma T^2,\qquad \Gamma=\frac{16\pi mk^2}{h^3},
\]

because \((2\pi)^{3/2}\sqrt{8/\pi}=\sqrt{64\pi^2}=8\pi\). Inserting \(\sigma(T)\) and taking the logarithm gives

\[
\ln\frac{e}{T^2}=\ln\frac{\Gamma\sigma_\infty}{2}-\frac{\Delta E+E_\sigma}{kT}.
\]

The size of your emission slope is the sum of depth and capture barrier:

\[
\Delta E=0.75-0.15=0.60\ \text{eV}.
\]

One way to picture this is a barrier whose top lies 0.15 eV above the band edge. A free electron climbs 0.15 eV to be captured; a trapped one climbs \(0.60+0.15=0.75\) eV to escape. This is only a picture. The barrier often lies in the lattice distortion that capture requires rather than in the electron's path. Powers of \(T\) in front of the exponential can also shift the measured \(E_\sigma\) from the true barrier height by an amount of order \(kT\). The same shift enters the emission slope, so the difference still gives the depth. If \(E_\sigma=0\), the slope is the depth. If the cross-section falls with temperature, \(E_\sigma\) is negative and the slope is smaller than the depth.

**A worked data set**

The following rates are calculated for a model trap, not measured. I used \(m=0.34\) electron masses, \(n=3\times10^{16}\) cm⁻³ during filling and \(\sigma_\infty=2\times10^{-16}\) cm², with a depth of 0.60 eV and a capture barrier of 0.15 eV. The emission rates come from the balance condition, with the band density integrated numerically. The question is whether the analysis returns the depth that was put in.

| \(T\) (K) | \(e\) (s⁻¹) | \(cn\) (s⁻¹) | \(\ln(e/T^2)\) |
|---|---|---|---|
| 340 | 0.0900 | 7.047×10⁵ | −14.065 |
| 370 | 0.8497 | 1.113×10⁶ | −11.990 |
| 400 | 5.7966 | 1.647×10⁶ | −10.226 |

The logarithm uses \(e\) in s⁻¹ and \(T\) in K. At 370 K, \(e/(cn)=7.6\times10^{-7}\), so neglecting emission during the pulse is safe.

Between 340 and 400 K, \(1/kT\) falls from 34.131 to 29.011 eV⁻¹, a change of 5.120 eV⁻¹. The size of the emission slope is

\[
\frac{-10.226-(-14.065)}{5.120}=0.750\ \text{eV}.
\]

For capture, \(n\) is constant, but the factor \(v\propto T^{1/2}\) must be removed:

\[
E_\sigma=\frac{\ln(16.47/7.047)-\tfrac12\ln(400/340)}{5.120}
=\frac{0.849-0.081}{5.120}=0.150\ \text{eV}.
\]

The difference is 0.60 eV. You can also avoid assuming any law for \(\sigma(T)\). Since \(e/c=(N_c/2)\exp(-\Delta E/kT)\) and \(N_c\propto T^{3/2}\), plot \(\ln[e/(cT^{3/2})]\). With constant \(n\), the same two temperatures give

\[
\Delta E=\frac{\ln(5.7966/0.0900)-0.849-\tfrac32(0.1625)}{5.120}=0.60\ \text{eV}.
\]

The intercept then yields the cross-section prefactor. Here \(\Gamma=1.020\times10^{21}\) cm⁻² s⁻¹ K⁻², and at 370 K \(kT=0.03188\) eV, so

\[
\sigma_\infty=\frac{2}{\Gamma}\,\frac{0.8497}{370^2}\,e^{0.75/0.03188}
\approx2.0\times10^{-16}\ \text{cm}^2 .
\]

This is not the cross-section at the measuring temperature. At 370 K the barrier reduces it to \(1.8\times10^{-18}\) cm².

**Two corrections to keep straight**

Let \(\beta=1/kT\). A factor \(T^p\) in a rate contributes \(-p\ln\beta\) to its logarithm, and hence \(p/\beta=pkT\) to the apparent activation energy. Omitting the \(T^2\) correction adds about \(2kT\): a fit to rates calculated every 10 K from 340 to 400 K gives 0.81 eV instead of 0.75 eV. Leaving the thermal speed in the capture data adds about \(kT/2\) and gives 0.166 eV. Subtracting that value from 0.75 eV would put the depth at 0.58 eV.

Treating 0.75 eV as the depth has a larger consequence. If you keep the measured capture coefficient, the predicted emission rate at 300 K is too small by \(\exp(0.15\ \text{eV}/kT)\approx331\). The model trap empties in about 430 s at 300 K; the mistaken depth would predict about 40 hours.

**What "depth" means if the level moves with temperature**

Suppose the free-energy depth is \(\Delta G=\Delta H-T\Delta S\), with constant \(\Delta H\) and \(\Delta S\). It replaces \(\Delta E\) in the balance formula, and

\[
e^{-\Delta G/kT}=e^{\Delta S/k}\,e^{-\Delta H/kT}.
\]

The entropy changes the intercept and leaves the slope alone. Your 0.60 eV is then the enthalpy \(\Delta H\). For an illustrative \(\Delta S=2k\), the free-energy depth at 370 K is \(0.60-2(0.03188)=0.536\) eV, and the prefactor inferred from the emission intercept is too large by \(e^2\approx7.4\). Equilibrium occupation is governed by \(\Delta G\).

**How this carries over to a real IGZO diode**

The mass and electron density above are rough values for IGZO; the density depends strongly on processing, and \(\sigma_\infty\) is simply chosen. Two assumptions about the filling pulse need checking. The first is that it flattens the bands. If the band edge at a trap stays higher than in the bulk by an energy \(\phi\), the free-electron density there is smaller by \(\exp(-\phi/kT)\). Dividing by the bulk density then adds \(d(\phi/kT)/d(1/kT)=\phi-T\,d\phi/dT\) to that trap's apparent capture barrier. This equals \(\phi\) only if \(\phi\) does not change with temperature. In a Schottky diode the built-in potential falls as \(T\) rises, so \(\phi\) at a fixed position falls too and the addition exceeds \(\phi\). For the doping above, a relative permittivity of 10, a 0.9 eV Schottky barrier and zero bias, a trap with \(\phi=0.10\) eV at 370 K gains about 0.15 eV. The second assumption is that all the electrons present during filling are free. An amorphous film has tail states below the band edge. Take a tail density \(g_0e^{-x/w}\) at energy \(x\) below the edge, with rough values \(g_0=10^{20}\) cm⁻³ eV⁻¹ and \(w=15\) meV. For \(w<kT\) and a Fermi level well below the occupied tail, the tail acts like an extra density of states

\[
N_{\rm tail}=\int_0^\infty g_0e^{-x/w}e^{x/kT}dx=\frac{g_0}{1/w-1/kT}\approx2.8\times10^{18}\ \text{cm}^{-3}
\]

at 370 K, against \(N_c=6.8\times10^{18}\) cm⁻³. About 71% of the electrons are then free, and this share grows with temperature. If you hold the total density fixed and treat it all as free, the apparent capture barrier rises to 0.172 eV and the inferred depth drops to 0.578 eV. These two values come from a numerical calculation with Fermi occupation of both band and tail. They depend on the rough tail width: with \(w=20\) meV they become 0.189 eV and 0.561 eV.

A spread of trap depths matters less in this example. For a Gaussian with a standard deviation of 30 meV, and the same \(\sigma(T)\) for every trap, a numerical average of the decays gives a slope of 0.754 eV when the rate is taken as the inverse of the time for the signal to fall to 37%. The shift grows with the spread: a standard deviation of 100 meV gives 0.780 eV, a larger error than that from the tail.

The charge of the empty trap can matter more. I have taken it as neutral. If it is positive, its attraction and the field \(F\) give the electron an energy \(-q^2/(4\pi\varepsilon r)-qFr\) along the easiest escape direction. Setting the derivative to zero gives \(r_0=\sqrt{q/(4\pi\varepsilon F)}\), where both terms are equal, so the barrier falls by

\[
2qFr_0=q\sqrt{\frac{qF}{\pi\varepsilon}} .
\]

For uniform doping \(N_d=3\times10^{16}\) cm⁻³, a total band bending \(V=1\) V and a rough relative permittivity of 10, Poisson's equation gives a depletion width \(W=\sqrt{2\varepsilon V/(qN_d)}=192\) nm. The peak field is \(qN_dW/\varepsilon=0.104\) MV/cm, and the lowering there is 77 meV. Suppose the capture barrier stays 0.15 eV above the lowered edge. If every electron left along the easiest direction, traps at that peak would show an emission slope near 0.67 eV, and subtracting 0.15 eV would give only 0.52 eV. Escape in other directions meets a smaller lowering or none, so for this permittivity the shift is smaller: a simple average over directions gives about 50 meV. The permittivity that screens the trap is itself uncertain. At the same field the lowering scales as \(\varepsilon^{-1/2}\), and a high-frequency value near 4 gives 122 meV along the easiest direction and about 95 meV averaged over directions. Repeat the emission measurement at several reverse biases: if the slope changes with bias, the zero-field formula needs correcting before you quote 0.60 eV.
